Mobility Error in Threshold Drift Read at Constant Gate Voltage

A bias-temperature stress test can deliver just one number per reading: the linear drain current at a fixed gate voltage. Before it enters a lifetime projection, that current must be converted into a threshold drift, and one has to decide at which gate voltage to read, by which rule to convert, and whether to correct for lost mobility. In the example below, a true drift of 50 mV is reported as 67 mV by one common-sense rule and as 48 mV by another, from the same stressed current.

**Setting and assumptions**

The device is a p-channel transistor. Gate voltage VG, drain voltage VD, threshold VT and all shifts are written as positive magnitudes. The external source and the body are grounded.

A1. The inversion charge per area at channel potential V is C·q, with q = VG − VT − nV. Here C is the gate capacitance per area and n the body factor. The channel is in strong inversion, so q > 0 throughout.

A2. The mobility μ is set by the average of q over the range of channel potential, called w. Before stress, 1/μ = (1 + θw)/μ0, where θ describes the loss of mobility with rising charge.

A3. Stress raises the threshold from VT0 to VT0 + Δ and adds a Coulomb scattering rate. Scattering rates add, so 1/μ = (1 + c + θw)/μ0. The number c is the added rate divided by the pre-stress low-field rate.

A4. A series resistance R is divided equally between source and drain. R does not depend on gate voltage, and stress leaves R, C, n and θ unchanged.

Define G = μ0·C·W/L, for channel width W and length L, and Θ = θ + GR.

**Lemma 1 (current law).** Under A1 to A4,

w = VG − VT − nVD/2,

I = G·w·VD/(1 + c + Θw).

Proof. A current I drops IR/2 at each end, so V runs from IR/2 to VD − IR/2. Current continuity gives I dx = W·μ·C·q dV. Integrating over the length,

I·L = WμC·{(VG − VT)(VD − IR) − (n/2)[(VD − IR/2)² − (IR/2)²]}.

The difference of squares is the product of the difference VD − IR and the sum VD. Hence

I·L = WμC·(VD − IR)(VG − VT − nVD/2).

The last factor is the integral of q divided by the potential range. It is therefore the average of q over that range, and it does not contain R, because equal end resistances leave the mean potential at VD/2. Inserting μ from A3,

I(1 + c + θw) = G·w·(VD − IR).

Moving the term G·w·IR to the left gives I(1 + c + θw + GRw) = G·w·VD, which is the claim. ∎

Series resistance thus acts like additional mobility attenuation. Let w0 be the overdrive before stress and w1 = w0 − Δ the overdrive after it, at the same VG and VD. The two readings are

I0 = G·w0·VD/(1 + Θw0),

I1 = G·w1·VD/(1 + c + Θw1).

**Two meanings of "extracted drift"**

Horizontal mapping finds the point on the pre-stress curve that carries the stressed current. Its result Δ_H is defined by

I0(VG − Δ_H) = I1(VG).

Current scaling treats the pre-stress current as proportional to overdrive:

Δ_S = w0(1 − I1/I0).

**Theorem.** Under A1 to A4,

Δ_H = (Δ + c·w0)/(1 + c), with error Δ_H − Δ = c·w1/(1 + c),

Δ_S = (Δ + c·w0)/(1 + c + Θw1), with error Δ_S − Δ = w1(c − ΘΔ)/(1 + c + Θw1).

For c > 0 the mapping error is positive and independent of Θ. The scaling error has the sign of c − ΘΔ.

Proof for mapping. The pre-stress current rises with overdrive, since its derivative is G·VD/(1 + Θw)² > 0, so the matching point is unique. Call its overdrive z = w0 − Δ_H. Equating currents and cancelling G·VD,

z/(1 + Θz) = w1/(1 + c + Θw1).

Take the reciprocal of both sides:

1/z + Θ = (1 + c)/w1 + Θ.

The constant Θ cancels, leaving z = w1/(1 + c). Therefore

Δ_H = w0 − (w0 − Δ)/(1 + c) = (Δ + c·w0)/(1 + c).

The error is Δ_H − Δ = (w0 − z) − (w0 − w1) = w1 − z = c·w1/(1 + c).

Proof for scaling. Put D = 1 + c + Θw1. The current ratio is

I1/I0 = w1(1 + Θw0)/(w0·D).

Consequently

Δ_S = w0 − w1(1 + Θw0)/D
= [w0(1 + c) + Θw0w1 − w1 − Θw0w1]/D
= (w0 − w1 + c·w0)/D.

Since w0 − w1 = Δ, this is the stated Δ_S. Subtracting Δ, the numerator becomes

Δ + c·w0 − Δ − cΔ − ΘΔw1 = c(w0 − Δ) − ΘΔw1 = w1(c − ΘΔ). ∎

**Remark 1 (limits).** If only the mobility changes, Δ = 0 and mapping still reports a drift c·w0/(1 + c). If only the threshold changes, c = 0 and mapping is correct, whereas scaling returns Δ/(1 + Θw1), which is too small. The reason is the curvature of the current: when the overdrive falls, mobility attenuation and the resistive drop are relieved, so the current falls less than in proportion. Lost mobility pushes Δ_S the other way. At c = ΘΔ the two effects cancel, and a correct reading there is no evidence that the mobility is intact.

**Lemma 2 (separation for a general curve).** Let F be the pre-stress current as a function of VG − VT at fixed VD, and let stress give I1 = (1 − m)F(VG − VT0 − Δ). Thus m is the fractional current loss at equal overdrive. To first order in m,

Δ_H − Δ ≈ m·I/gm,

where I = F and gm = dF/dVG are taken at the shifted overdrive.

Proof. Put ε = Δ_H − Δ and u = VG − VT0 − Δ. The mapping condition is F(u − ε) = (1 − m)F(u). Expanding the left side gives F − gm·ε ≈ F − mF, hence ε ≈ mF/gm. ∎

For small changes, the total current loss separates in the same way:

(I0 − I1)/I0 ≈ (gm/I)·Δ + m.

Lemma 2 also shows why Θ leaves the mapping error. In the present model m = c/(1 + c + Θw1), so attenuation dilutes the effect of new scatterers on the current. But I/gm = w1(1 + Θw1), so attenuation also flattens the curve, and each per cent of current stands for more gate voltage. To first order in c the product is c·w1.

**Corollary 1 (effect on a drift law).** Suppose all the trapped charge lies close enough to the interface to shift the threshold through the full capacitance C, and a fixed fraction f of it sits at the interface itself and scatters, with c = a·N for interface density N. With e the elementary charge, Δ = eN/(fC), so c = κΔ with κ = a·f·C/e. Then

Δ_H = Δ(1 + κw0)/(1 + κΔ).

If Δ grows as time to the power p, the local apparent exponent is p/(1 + κΔ).

Proof. Insert c = κΔ in the theorem. At fixed w0,

d ln Δ_H/d ln Δ = 1 − κΔ/(1 + κΔ) = 1/(1 + κΔ),

and multiplication by d ln Δ/d ln t = p gives the result. ∎

When κΔ is small, the mobility error hides well: it multiplies the drift by nearly a constant and hardly bends the power law.

**Corollary 2 (two gate voltages).** Let Δ and c be the same at two readings, a and b. The slope

s = [Δ_H(b) − Δ_H(a)]/[VG(b) − VG(a)]

gives c = s/(1 − s) and Δ = (Δ_H − s·w0)/(1 − s), with Δ_H and w0 taken from either reading.

Proof. By the theorem, Δ_H is linear in w0, and w0 changes one for one with VG. Thus s = c/(1 + c) and 1 − s = 1/(1 + c). Their ratio is c. Also Δ_H − s·w0 = Δ/(1 + c) = Δ(1 − s). ∎

Under A1 to A4, the values of θ and R are not needed. The pre-stress threshold is needed, because it fixes w0.

**Worked example**

Take a silicon p-channel transistor at 400 K with electrical oxide thickness 2.4 nm, W = 1.0 µm, L = 0.1 µm, μ0 = 80 cm²/Vs, θ = 0.30 V⁻¹, R = 200 Ω, VT0 = 0.35 V, VD = 0.05 V and n = 1.20. The true drift is Δ = 50 mV. Half of the trapped charge is at the interface, and a = 1.0 × 10⁻¹³ cm².

The capacitance is 1.439 µF/cm², so G = 1.151 mA/V² and

Θ = 0.30 + (1.151 × 10⁻³)(200) = 0.530 V⁻¹.

The interface density is 2.245 × 10¹¹ cm⁻², hence c = 0.02245 and κ = 0.02245/0.050 = 0.449 V⁻¹. At VG = 1.20 V,

w0 = 1.20 − 0.35 − 0.03 = 0.820 V, w1 = 0.770 V.

The current falls from 32.89 to 30.97 µA, a loss of 5.83 per cent. The mapping error is

(0.02245)(0.770 V)/(1.02245) = 16.9 mV,

or 34 per cent of the true drift. A change in mobility of about two per cent matters this much because it is multiplied by the whole overdrive, which is many times larger than the drift.

Read at 0.60, 0.90 and 1.20 V, the mapped drift is 53.7, 60.3 and 66.9 mV. These values come from solving the channel current with the mobility following the local charge instead of its average. A test at all three voltages, with R = 0 and R = 200 Ω, found agreement with the theorem within 0.02 mV.

Scaling at 1.20 V gives 54.6 mV for R = 0 and 47.8 mV for R = 200 Ω, all else held fixed. The sign changes because κ = 0.449 V⁻¹ lies between θ = 0.30 and Θ = 0.530 V⁻¹. Cancellation requires κ = θ + GR, or

R = (0.449 − 0.30)/(1.151 × 10⁻³) ≈ 129 Ω,

and the solved device then returns 50.0 mV.

For a true exponent of 1/6, the apparent exponent is 0.1630 instead of 0.1667. The effect on lifetime is much larger. If failure is declared when Δ_H = 50 mV, Corollary 1 gives the true drift at that moment:

Δ = 50 mV/[1 + κ(w0 − 0.050 V)] = 50 mV/1.346 = 37.2 mV.

With Δ proportional to t^(1/6), the time to this point is (37.2/50)⁶ ≈ 0.17 of the time to a true 50 mV. For this exponent and criterion, the projected threshold lifetime is short by a factor of about six.

Two readings remove the error if the premises of Corollary 2 hold. From 0.90 and 1.20 V,

s = (66.905 − 60.317)/300 = 0.02196,

c = 0.02196/0.97804 = 0.02245,

Δ = (66.905 − 0.02196 × 820)/0.97804 = 50.0 mV.

The price is noise: independent errors of equal size in the two mapped drifts are multiplied by 3.1 in the recovered Δ. A pre-stress threshold taken 30 mV too high costs little, moving the result to 50.7 mV.

**Reading near threshold**

The theorem suggests that the mapping error vanishes as w1 goes to zero, but A1 fails there. A charge law that also covers weak inversion is

VG − VT − nV = q + nφt·ln[q/(nφt)],

where φt = kT/e is the thermal voltage.

**Proposition.** If VD is small enough for q to be nearly uniform along the channel, and q1 is its value after stress,

Δ_H − Δ = c·q1/(1 + c) + nφt·ln(1 + c).

Proof. With uniform charge, the current law is that of Lemma 1 with w replaced by q. The reciprocal argument gives the matching pre-stress charge q1/(1 + c). Write the charge law at V = VD/2 for both states:

VG − VT0 − Δ − nVD/2 = q1 + nφt·ln[q1/(nφt)],

VG − VT0 − Δ_H − nVD/2 = q1/(1 + c) + nφt·ln[q1/((1 + c)nφt)].

Subtracting the second line from the first gives the result. ∎

In weak inversion the first term disappears and a floor nφt·ln(1 + c) remains. There the current varies as exp[(VG − VT)/(nφt)]/(1 + c), so the floor holds even when q varies along the channel. For the example it is 0.92 mV. Reading at low overdrive therefore reduces the error without removing it, provided that c does not grow too much as the charge thins. The floor also assumes that Δ and n do not depend on bias. Interface traps that change occupancy break this in weak inversion, where the surface potential follows the gate. If the interface half of the example drift, 25 mV, comes from states spread over 0.55 eV, a move of 0.2 V in surface potential changes Δ by about 9 mV, roughly ten times the floor.

At 1.20 V the smooth law gives a mapped drift of 65.3 mV, compared with 66.9 mV for linear charge. For the same VT parameter, the logarithm takes up part of the gate voltage and leaves less inversion charge. This lowers the mapped drift by 2.5 mV, while the added term nφt·ln(1 + c) raises it by 0.9 mV. Applying Corollary 2 to smooth-charge readings at 0.90 and 1.20 V gives 49.7 mV.

**What two currents cannot decide**

The mapping formula holds separately at each gate voltage, even if Δ and c depend on bias. The separation does not. If Δ = Δ0 + ηw0 with constant c, then

Δ_H = [Δ0 + (η + c)w0]/(1 + c),

which is again a straight line. A bias-dependent threshold shift looks like lost mobility. Conversely, if screening makes c fall as 1/w1, the error c·w1/(1 + c) is nearly constant for small c, and lost mobility looks like threshold drift.

Both effects were sized for the example. With c proportional to w1^(−1/2), a chosen form of partial screening, c is 0.0287 at 0.90 V and 0.0225 at 1.20 V. The separation then reports 57.3 mV instead of 50 mV. This is not a bound: with c proportional to 1/w1, from the same value at 1.20 V, it reports 66.3 mV and removes almost none of the error. If instead the interface charge is spread evenly over 0.55 eV and its occupancy follows the surface potential, taken to move by φt times the logarithm of the inversion-charge ratio, the drift is 0.86 mV smaller at 0.90 V than at 1.20 V. With c held fixed, so that the small accompanying change in scattering is neglected, the separation reports 47.8 mV. In strong inversion the surface potential can move further than assumed here, so this error is a low estimate. The correction is thus less certain than its arithmetic suggests.

**The model beside a real device**

The dimensions, mobility and voltages are rough values for a short silicon transistor with a thin oxide, not data for a particular process. The scattering coefficient a and the interface fraction are the least certain inputs; for small c the mapping error is proportional to their product. Another weak point is the assumption that Δ and c do not depend on reading bias, with the consequences just given. Velocity saturation, with a limit of 8 × 10⁶ cm/s, changes the mapped drift from 66.9 to 66.2 mV. The shape of the pre-stress curve matters more. If R falls by 100 Ω per volt of gate voltage, from the same 200 Ω at 1.20 V, the mapped drift is 62.8 mV and the separation from 0.90 and 1.20 V reports 52.8 mV. Even a pure threshold shift of 50 mV is then mapped as 46.8 mV. If instead R is constant but the attenuation factor 1 + θq gains a term (0.3 V⁻²)q², the separation reports 46.3 mV. Recovery before the reading can matter more: at an assumed 5 per cent of the drift per decade, a delay from 1 µs to 1 ms loses 7.5 mV. That is a real change of Δ, which no mobility correction restores. Recovery between two readings also upsets the separation: if 2.5 mV of the drift is lost before the second reading while c stays fixed, the result is 43.5 mV when 1.20 V is read first and 53.9 mV when 0.90 V is read first, instead of 50 mV. The oxide field during reading is about 4.6 MV/cm, below the rough 10 MV/cm at which good thin oxide breaks down quickly. A rough estimate of hole tunnelling through a 2.0 nm barrier gives 3 × 10⁻⁴ A/cm², whereas about 19 A/cm² would be needed to equal one per cent of the drain-current loss. This estimate assumes a barrier of 4.5 eV and a hole mass of 0.40 electron masses; a mass of 0.32 would raise it to about 4 × 10⁻³ A/cm². It also omits electron and trap-assisted leakage, so the gate current should be measured.

For a device in this regime, the choice follows from the error terms. Mapping at low overdrive in strong inversion limits the mobility contribution without requiring R or θ, provided that c grows more slowly than 1/w1 as the overdrive falls. The gain shrinks as screening strengthens: at 0.60 V the mapped drift is 53.7 mV for constant c, about 58 mV for c proportional to w1^(−1/2) and about 66 mV for c proportional to 1/w1. If the reading must stay at high gate voltage, a second gate voltage supplies a correction, provided that Δ and c hardly depend on reading bias, that little drift recovers between the readings, that R hardly depends on gate voltage, and that mobility attenuation is nearly linear in charge. A third gate voltage tests whether Δ_H is a straight line. Curvature would show that the premises fail; a straight line would not prove them, because a linear bias dependence of Δ leaves it straight. The test is also insensitive. For readings at 0.60, 0.90 and 1.20 V, the gate-dependent R, the quadratic attenuation and both screening laws above move the middle point off the straight line through the outer two by about 1 mV or less, and by only 0.4 mV for c proportional to 1/w1, where the separation errs by 16 mV. The numerical output below lists the main values used here.

Computed values

```
temperature = 400 K; thermal voltage = 34.47 mV
electrical / physical oxide = 2.4 / 2.0 nm
width / length = 1.0 / 0.1 um
fresh threshold / drain voltage = 0.35 / 0.05 V
gate voltage = 1.20 V; body factor = 1.20
low-field mobility = 80 cm2/Vs; theta = 0.30 1/V
series resistance = 200 ohm
capacitance = 1.439 uF/cm2; gain = 1.151 mA/V2
total attenuation Theta = 0.5302 1/V
true threshold shift = 50.00 mV
total trapped charge density = 4.490e+11 cm-2
interface part = 0.50; density = 2.245e+11 cm-2
scattering coefficient = 1.0e-13 cm2
scattering increase c = 0.02245; kappa = 0.4490 1/V
overdrive before / after = 0.8200 / 0.7700 V
current before / after = 32.891 / 30.973 uA
relative current loss = 5.832 percent
mapped shift at VG 0.60 V = 53.729 mV
mapped shift at VG 0.90 V = 60.317 mV
mapped shift at VG 1.20 V = 66.905 mV
mapping error at 1.20 V = 16.905 mV
relative mapping error = 33.81 percent
scaled shift, no resistance = 54.581 mV
scaled shift, with resistance = 47.819 mV
resistance for cancellation = 129.46 ohm
scaled shift at cancellation = 50.004 mV
true / apparent exponent = 0.16667 / 0.16301
two-bias shift = 49.996 mV; c = 0.02245
first-order defect at c, c/10 = 5.03e-03, 5.11e-04
smooth-charge mapped shift at 0.60 V = 53.660 mV
smooth-charge mapped shift at 0.90 V = 59.227 mV
smooth-charge mapped shift at 1.20 V = 65.314 mV
weak-inversion error floor = 0.919 mV
smooth-charge two-bias shift = 49.685 mV; c = 0.02071
saturation velocity = 8.0e+06 cm/s
mapped shift with velocity saturation = 66.208 mV
screening: c at 0.90 V = 0.02874
screening: two-bias shift = 57.295 mV; c = 0.01276
trap occupancy change = 0.861 mV
occupancy: two-bias shift = 47.780 mV; c = 0.02540
shift if fresh VT is 30 mV too high = 50.670 mV
two-bias noise gain = 3.075 (dimensionless)
recovery, 5 percent/decade, 1 us to 1 ms = 7.50 mV
depletion charge density = 2.5e+12 cm-2
oxide field = 4.58 MV/cm
hole barrier = 4.5 eV; mass ratio = 0.40
rough hole tunnelling density = 2.8e-04 A/cm2
gate density equal to 1 percent of drain loss = 19.18 A/cm2
```
